\section*{Detailed balance and the effective spin diffusion constant of a ferromagnet, part 2}

A ferromagnetic metal is described by two groups of conduction electrons, $u$ (up, the majority spin) and $d$ (down, the minority spin). The problem is to find the constant $D$ for which the spin diffusion length is $l=\sqrt{D\tau}$, where $\tau$ is the spin relaxation time. The algebra uses atomic units, $\hbar=m_e=e=1$, with electron charge $-1$ and temperature $T$ as an energy.

Channel $s$ has a density of states $N_s$ at the Fermi level, per energy and volume for that spin alone, and a diffusion constant $D_s$. The abbreviations are
\[
N=N_u+N_d,\qquad p_s=\frac{N_s}{N},\qquad g_s=N_sD_s,\qquad g=g_u+g_d .
\]
Here $g_s$ is the channel conductivity $\sigma_s$; in ordinary units $\sigma_s=e^2N_sD_s$. The spin-flip rates out of $u$ and $d$ are $1/\tau_{ud}$ and $1/\tau_{du}$, with
\[
\frac1\tau=\frac1{\tau_{ud}}+\frac1{\tau_{du}},\qquad
\frac{N_u}{\tau_{ud}}=\frac{N_d}{\tau_{du}}\equiv\Gamma .
\]

The electrochemical potential $\mu_s$ and the electrostatic potential $\phi$ are measured from uniform equilibrium. The excess density is $n_s=N_s(\mu_s+\phi)$, the particle current $\mathbf J_s=-g_s\nabla\mu_s$ and the charge current $\mathbf j_s=-\mathbf J_s$. With $\Delta=\mu_u-\mu_d$, conservation of particles reads
\[
\frac{\partial n_u}{\partial t}=-\nabla\!\cdot\mathbf J_u-\Gamma\Delta,\qquad
\frac{\partial n_d}{\partial t}=-\nabla\!\cdot\mathbf J_d+\Gamma\Delta .
\]
In the steady state this gives
\[
g_u\nabla^2\mu_u=\Gamma\Delta,\qquad g_d\nabla^2\mu_d=-\Gamma\Delta ,
\]
\[
\nabla^2\Delta=\frac{\Delta}{l^2},\qquad
\frac1{l^2}=\Gamma\left(\frac1{g_u}+\frac1{g_d}\right)
=\frac1{D_u\tau_{ud}}+\frac1{D_d\tau_{du}} ,
\]
\[
D=\frac{D_uD_d\,(N_u+N_d)}{N_uD_u+N_dD_d}.
\]
Equivalently, $1/D=p_d/D_u+p_u/D_d$, a harmonic mean.

For flips by magnons in equilibrium, the net flow from up to down is $R\simeq\frac{R_0}{T}(\mu_u-\mu_d)$ when the splitting is small against $T$; $R_0$ is the total one-way flow in equilibrium.

When the metal stays neutral, $n_u=-n_d\equiv n$, and
\[
\Delta=\frac{N}{N_uN_d}\,n,\qquad
\frac{\partial n}{\partial t}=D\nabla^2n-\frac n\tau .
\]

\section{Spin at a contact, a cobalt wire, and the limits of the model}

The symbols taken over are these. Channels $u$ and $d$ have densities of states $N_s$ with sum $N$ and fractions $p_s=N_s/N$, diffusion constants $D_s$, and conductivities $g_s=N_sD_s$ with sum $g$. Detailed balance sets $N_u/\tau_{ud}=N_d/\tau_{du}=\Gamma$, and $1/\tau=1/\tau_{ud}+1/\tau_{du}$. The splitting $\Delta=\mu_u-\mu_d$ obeys $\nabla^2\Delta=\Delta/l^2$ with $1/l^2=\Gamma(1/g_u+1/g_d)$ and $l^2=D\tau$, where $D=D_uD_dN/g$. Charge currents are $j_s=g_s\nabla\mu_s$, in atomic units.

The part played by charge in the dynamics becomes clear by comparison with uncharged particles that have the same $N_s$, $D_s$ and flip times. Without a potential $\phi$, a wave $n_s\propto e^{iqx-\gamma t}$ satisfies
\begin{equation}
\begin{aligned}
(\gamma-D_uq^2-1/\tau_{ud})\,n_u&=-n_d/\tau_{du},\\
(\gamma-D_dq^2-1/\tau_{du})\,n_d&=-n_u/\tau_{ud}.
\end{aligned}
\end{equation}
A nonzero solution requires the product of the two brackets to equal $1/(\tau_{ud}\tau_{du})$. For long waves the spin mode has $\gamma=1/\tau+\eta q^2$. The brackets are then $1/\tau_{du}+(\eta-D_u)q^2$ and $1/\tau_{ud}+(\eta-D_d)q^2$, and the terms of order $q^2$ must cancel:
\begin{equation}
\frac{\eta-D_u}{\tau_{ud}}+\frac{\eta-D_d}{\tau_{du}}=0
\quad\Longrightarrow\quad \eta=p_dD_u+p_uD_d .
\end{equation}
This is an arithmetic mean, where charged electrons have the harmonic mean with the same weights. The steady decay length, however, is the same for both, since $\phi$ never entered its derivation. There is no contradiction: the steady state corresponds to $\gamma=0$ and $q^2=-1/l^2$, where the expansion for small $q$ no longer applies to the uncharged mode.

Electrons that pass from a ferromagnet into a nonmagnetic metal show the length $l$ at work. Let the ferromagnet fill $x>0$ and let a charge current density $j$ flow in the $+x$ direction, so that electrons leave through the face $x=0$. Define $\beta=(g_u-g_d)/g$ and the resistivity $\rho=1/g$. The steady equations give $(g_u\mu_u+g_d\mu_d)''=0$, so this sum is linear in $x$. Together with $\mu_u-\mu_d=\Delta$ it follows that
\begin{equation}
\mu_u=A+Bx+\frac{g_d}{g}\Delta,\qquad \mu_d=A+Bx-\frac{g_u}{g}\Delta ,
\end{equation}
with constants $A$, $B$ and with $\Delta=\Delta_0e^{-x/l}$. The total current is $j=gB$. The up current at the face, where $\Delta'=-\Delta_0/l$, is
\begin{equation}
j_u(0)=g_uB+\frac{g_ug_d}{g}\Delta'(0)=\frac{1+\beta}2\,j-\frac{g_ug_d}{g}\frac{\Delta_0}{l}.
\end{equation}
Suppose first that the current through the face is unpolarized, $j_u(0)=j/2$. With $g_ug_d=g^2(1-\beta^2)/4$ this gives
\begin{equation}
\Delta_0=\frac{2\beta\rho lj}{1-\beta^2}.
\end{equation}
For $\beta>0$ the splitting is positive: the bulk delivers mostly up electrons, the face lets out equal numbers, and the up electrons pile up.

A real neighbour accepts some polarization. Let it have resistivity $\rho_n$, spin diffusion length $l_n$ and equal channels, and let the interface be transparent, so that $\Delta$ is continuous. In the region $x<0$, $\Delta=\Delta_0e^{x/l_n}$. The same formula with $g_ug_d/g=1/(4\rho_n)$ gives $j_u(0)=j/2+\Delta_0/(4\rho_nl_n)$. Equating the two expressions for $j_u(0)$,
\begin{equation}
\Delta_0=\frac{2\beta j}{(1-\beta^2)/(\rho l)+1/(\rho_nl_n)} .
\end{equation}
The unpolarized case is the limit of large $\rho_nl_n$. When $\rho_nl_n=\rho l/(1-\beta^2)$ the splitting is half as large.

For numbers, take parameters in the regime of a polycrystalline cobalt wire at room temperature. All of them are rough: $N_u=15$ and $N_d=65$ states/(eV\,nm$^3$), $\rho=16\ \mu\Omega\,$cm, $\beta=0.4$ and $\tau_{ud}=2.5$ ps. The channel conductivities are $(1\pm\beta)/(2\rho)$, and $D_s=\sigma_s/(e^2N_s)$ is used with $N_s$ converted from states per eV to states per joule, which cancels one factor $e$:
\begin{equation}
\begin{aligned}
D_u&=\frac{0.7/(16\times10^{-6})}{1.602\times10^{-19}\times15\times10^{21}}=18.2\ {\rm cm^2/s},\\
D_d&=\frac{0.3/(16\times10^{-6})}{1.602\times10^{-19}\times65\times10^{21}}=1.80\ {\rm cm^2/s}.
\end{aligned}
\end{equation}
Detailed balance fixes the other flip time, $\tau_{du}=2.5\times65/15=10.8$ ps, and $\tau=2.5\times65/80=2.03$ ps. The effective constant is
\begin{equation}
D=\frac{18.2\times1.80\times80}{15\times18.2+65\times1.80}=6.72\ {\rm cm^2/s},
\end{equation}
or $5.8\,\hbar/m_e$. The length is $l=\sqrt{D\tau}=37$ nm, or 370 \AA. Uncharged particles with the same data would have the long-wave constant $(65\times18.2+15\times1.80)/80=15.1$ cm$^2$/s, more than twice as large.

At $j=10$ MA/cm$^2$ the product $\rho lj$ is $0.591$ mV. With the factor $2\beta/(1-\beta^2)=0.8/0.84$, the splitting at an unpolarized face is $0.56$ meV. This is small against the thermal energy of 26 meV, as the linear law for magnon flips requires; elastic flips at constant $N_s$ are linear in $\Delta$ without this condition.

The formulas were tested on these data by routes that do not use them. The two steady continuity equations were solved on 2000 cells of 0.25 nm with an unpolarized current at one end and $\mu_u=\mu_d=0$ at the other. The slope of $\ln\Delta$ between 40 and 150 nm gave $l=36.95$ nm, and the splitting at the face was 0.563 meV; the formulas give 36.95 nm and 0.5631 meV. For magnons of 0.03 eV, direct integration of the forward and backward flows at a splitting of $10^{-5}$ eV gave a net rate of $0.999963$ times $R_0\Delta/T$.

The assumption of neutrality can be sized. Poisson's equation for electrons is $\nabla^2\phi=4\pi n_c$ with $n_c=n_u+n_d$, so for a wave $\phi=-4\pi n_c/q^2$ and $\mu_s=n_s/N_s+4\pi n_c/q^2$. The sum of the continuity equations becomes
\begin{equation}
-\gamma n_c=-q^2(D_un_u+D_dn_d)-4\pi g\,n_c .
\end{equation}
The coefficient $4\pi g$ far exceeds $\gamma$ of the spin mode, so the left side can be dropped. It is not the true relaxation rate of charge in a metal: it exceeds even the collision rate, and the local law for the current fails for such fast changes. For the slow spin mode that law is adequate. With $n_u\simeq-n_d\simeq n$,
\begin{equation}
\frac{n_c}{n}\simeq-\frac{q^2(D_u-D_d)}{4\pi g}=-q^2\lambda_{\rm sc}^2\,\frac{D_u-D_d}{g/N},\qquad \lambda_{\rm sc}^2=\frac1{4\pi N}.
\end{equation}
Here $\lambda_{\rm sc}=0.026$ nm. That is less than an atomic spacing, so it should be read as a statement that screening is complete within about an atom. The decay rate of the slow mode was computed with the full Coulomb term at $q=0.03$ and $0.1$ nm$^{-1}$, for the cobalt data and two other sets of $N_s$, $D_s$ and $\tau_{ud}$. It agreed with $Dq^2+1/\tau$ to a relative error of at most $1.2\times10^{-5}$. This figure measures only the error of neutrality within the local law for the current. The finite mean free paths treated next raise the rate for the cobalt data and the Fermi speeds given below by about $0.3\%$ at $q=0.03$ and $0.6\%$ at $q=0.1$ nm$^{-1}$. The second figure is a near cancellation between the two channels: with speeds of 400 and 250 nm/ps it is $-2\%$, and with 600 and 150 nm/ps it is $+8\%$.

A second assumption is that mean free paths are short against $l$. It can be relaxed with the Boltzmann equation. Let $a_s(x,c)$ be the energy by which the electrons of channel $s$ moving at angle $\arccos c$ to the $x$ axis are filled above equilibrium, and let $A_s$ be its average over directions. With speed $v_s$, isotropic scattering, a spin-conserving rate $1/t_s$ and a total rate $1/T_s=1/t_s+1/\tau_{s\bar s}$, where $\bar s$ is the other spin,
\begin{equation}
v_sc\,\frac{\partial a_s}{\partial x}=-\frac{a_s}{T_s}+\frac{A_s}{t_s}+\frac{A_{\bar s}}{\tau_{s\bar s}} .
\end{equation}
Detailed balance is what gives gain and loss by flips the same coefficient. For a decay $e^{-kx}$, and with the mean free path $\lambda_s=v_sT_s$, one finds $a_s(1-k\lambda_sc)=T_s(A_s/t_s+A_{\bar s}/\tau_{s\bar s})$. Averaging over $c$ requires
\begin{equation}
F_s=\left\langle\frac1{1-k\lambda_sc}\right\rangle=1+\frac{(k\lambda_s)^2}3+\frac{(k\lambda_s)^4}5+\dots
\end{equation}
and gives $A_s[1/(T_sF_s)-1/t_s]=A_{\bar s}/\tau_{s\bar s}$. Since $1/F_s=1-(k\lambda_s)^2/3-4(k\lambda_s)^4/45-\dots$ and $D_s=\lambda_s^2/(3T_s)$, the bracket is $1/\tau_{s\bar s}-\tilde D_sk^2$ with
\begin{equation}
\tilde D_s=D_s\left(1+\tfrac4{15}k^2\lambda_s^2+\dots\right).
\end{equation}
Multiplying the conditions for the two channels and removing the root $k=0$ leaves $k^2=1/(\tilde D_u\tau_{ud})+1/(\tilde D_d\tau_{du})$, the earlier result with corrected constants. The two terms of $1/l^2$ have the relative weights $g_d/g$ and $g_u/g$. To leading order the length therefore grows by the fraction
\begin{equation}
\frac{\delta l}{l}=\frac2{15}\,\frac{g_d\lambda_u^2+g_u\lambda_d^2}{g\,l^2}.
\end{equation}
With rough Fermi speeds of 600 and 250 nm/ps, $\lambda_s=3D_s/v_s$ is 9.1 nm for up and 2.2 nm for down. The formula gives $0.27\%$; the full angular average gives $0.28\%$. Doubling both speeds at fixed $D_s$ halves the paths, and the computed error fell by a factor 4.04, as a quadratic law demands. The coefficient relies on isotropic flips. If flips kept the direction of motion, the deviation from the diffusion formula, taken with the channel conductivities that then hold, would be only $0.04\%$. All this concerns the decay deep inside a thick layer. The splitting at the face itself depends on the angles at which electrons leave. It changes by about $-2\%$ for an isotropic outflow, $-0.2\%$ for one proportional to $c$ and $+1\%$ for a forward-peaked one, and apart from the middle case the change is roughly of first order in $\lambda_s/l$. In a layer only a few nanometres thick roughly half of the up electrons cross without a collision, and a local diffusion equation is not justified there.

A third effect is exchange feedback. A change $m=n_u-n_d$ of the spin density alters the exchange splitting itself. In mean field it shifts the up band by $-Im/2$ and the down band by $+Im/2$, where $I$ is the Stoner parameter times the volume per atom. With neutrality $m=2n$, so $\mu_u+\phi=n/N_u-In$ and $\mu_d+\phi=-n/N_d+In$, and
\begin{equation}
\Delta=\frac{N}{N_uN_d}\,\chi\,n,\qquad \chi=1-\frac{2IN_uN_d}{N}.
\end{equation}
The currents and flips are still driven by $\mu_s$, so at fixed $g_s$ and $\Gamma$ the dynamics changes by $D\to\chi D$ and $1/\tau\to\chi/\tau$, while $l$ stays the same. A rough $I$ of 1 eV per atom at 0.011 nm$^3$ gives $\chi=1-2\times0.011\times975/80=0.73$. Then $D$ falls to 4.9 cm$^2$/s and $\tau$ rises to 2.8 ps. Within this mean-field model a uniform imbalance decays with the longer time. The size of the shift is only as good as the rough $I$ and $N_s$: $N_u=20$ and $N_d=80$ states/(eV\,nm$^3$) would give $\chi=0.65$.

Further small corrections come from temperature and from the size of the splitting. If $N_s$ varies as $1+E^2/(2W^2)$ with $W=0.5$ eV, its thermal average changes by $\pi^2T^2/(6W^2)=0.44\%$; a sharper structure of the $d$ bands near the Fermi level would enlarge this. At the face, magnon-assisted flips of 0.03 eV are $0.2\%$ slower than the linear law for this direction of the current, and faster by about the same amount for the reverse direction.

Crystal anisotropy can change $l$ much more than these small corrections. If both channels conduct better in one direction by the same factor and $\Gamma$ is fixed, $l$ scales as the square root of that factor. For single-crystal cobalt a rough ratio of 1.8 between the basal plane and the axis gives lengths that differ by a factor of about 1.3. In a wire with randomly oriented grains much smaller than $l$ the difference averages out; in a textured wire it does not.

Set beside real cobalt, the length of 37 nm is of the right size: values inferred for cobalt are roughly some tens of nanometres. This is no prediction, because the flip time was chosen to lie in that regime. The resistivity is well above the rough 6 $\mu\Omega\,$cm of pure bulk cobalt, as suits a wire with many defects. Since $l^2=(1-\beta^2)/(4\Gamma\rho)$, going to the bulk resistivity at fixed $\beta$ and $\Gamma$ would lengthen $l$ by a factor 1.6; if every scattering event, thermal or from defects, flipped the spin with the same probability, so that $\Gamma\propto\rho$, the factor would be 2.7. If the defects caused more than their share of the flips, the factor would be larger still, because the bulk resistivity is thermal and the defect part vanishes there. Real contacts also break the assumption of an unpolarized face. For copper at room temperature $\rho_nl_n$ is of the same order as $\rho l/(1-\beta^2)$ here, so the splitting would be roughly half the value found. Finally, cobalt has several bands per spin, with fast $s$-like and slow $d$-like electrons. One $N_s$ and one $D_s$ describe them when the bands of a spin share one $\mu_s$. In general this asks that the transfer between those bands, counted per volume and per energy of splitting like $\Gamma$, be much larger than $\Gamma$. Since the $s$-like band carries most of the current but has few states, its electrons must scatter into the $d$-like band very much faster than they flip; if the $s$-like band of each spin holds 5 to 10 states/(eV\,nm$^3$) and 80 to 95 per cent of the conductivity, a scattering rate ten times the flip rate leaves $l$ wrong by roughly 13 to 43 per cent, while a transfer of $10\Gamma$ leaves 2 to 6 per cent. When the condition holds, $g_s$ is the sum over bands, and the derivation holds with $D_s=g_s/N_s$. The values behind this example are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough values, cobalt wire at room temperature)
N_up: 15 states/(eV nm^3)
N_down: 65 states/(eV nm^3)
resistivity: 16 microohm cm
conductivity asymmetry beta: 0.4
flip time up to down: 2.5 ps
Fermi speed up: 600 nm/ps
Fermi speed down: 250 nm/ps
current density: 10 MA/cm^2
temperature: 300 K
energy scale of N(E): 0.5 eV
Stoner parameter: 1 eV per atom
volume per atom: 0.011 nm^3
single-crystal conductivity ratio: 1.8
magnon energy: 0.03 eV
RESULTS
D_up: 18.2 cm^2/s
D_down: 1.8 cm^2/s
flip time down to up: 10.83 ps
spin relaxation time tau: 2.031 ps
effective D: 6.722 cm^2/s
effective D in atomic units: 5.806 hbar/m_e
spin diffusion length l: 36.95 nm
spin diffusion length l, converted: 369.5 angstrom
l from finite volumes: 36.95 nm
splitting at face, formula: 0.5631 meV
splitting at face, finite volumes: 0.563 meV
D of uncharged spin mode: 15.13 cm^2/s
TESTS
magnon flips: net rate/(flow*split/kT): 0.999963
elastic flips: flow integral/kT: 1.000000
worst relative error of slow-mode rate: 1.19e-05
Boltzmann error ratio on doubling speeds: 4.039
NEGLECTED EFFECTS
mean free path up: 9.102 nm
mean free path down: 2.161 nm
l from Boltzmann equation: 37.053 nm
change of l by finite mean free path: 0.278 %
screening length: 0.0263 nm
thermal energy kT: 0.02585 eV
thermal change of N: 0.44 %
nonlinearity of magnon flips at face: -0.21 %
exchange factor on D and 1/tau: 0.732
D with exchange feedback: 4.919 cm^2/s
tau with exchange feedback: 2.775 ps
l with exchange feedback: 36.95 nm
single crystal: l basal / l axial: 1.34
\end{verbatim}
